# Logarithmic Free-Molecular Transmission Through a Wide Slot

A Knudsen diffusivity measured on a short gap is a natural input for predicting the supply of gas through a longer gap of the same width. For a broad slot this fails. In the example below, the diffusivity found for a gap 1.25 µm long underestimates the transmission of a 10 µm gap by 39 %, although width, gas, temperature and wall scattering are all unchanged. No fixed end correction repairs this: between straight plates of unlimited breadth, without gas collisions, the apparent diffusivity grows without limit as the slot is lengthened.

### Model and exchange kernel

Two parallel plates a distance $w$ apart extend over $0<x<L$ along the flow and without limit along the breadth $z$. Gas enters the end $x=0$ with the cosine law of a gas at rest; nothing enters at $x=L$. Molecules do not collide with one another, do not stick, and leave each wall hit diffusely, again with the cosine law. The transmission $W$ is the probability that an entering molecule leaves at $x=L$.

Lengths are measured in units of $w$ until physical units return, with

$$l=L/w,\qquad R=\sqrt{l^2+1},\qquad A=\operatorname{arsinh} l. \tag{1}$$

A molecule leaving one plate next meets the other plate or an open end. Two elements on opposite plates, separated by $s$ along the flow and $z$ along the breadth, are a distance $r=\sqrt{s^2+1+z^2}$ apart, and the line joining them makes an angle of cosine $1/r$ with both normals. The probability of landing per unit area is therefore $(1/r)(1/r)/(\pi r^2)=1/(\pi r^4)$. To integrate over the breadth, put $a^2=s^2+1$ and $z=a\tan\varphi$:

$$k(s)=\int_{-\infty}^{\infty}\frac{dz}{\pi(a^2+z^2)^2}
=\frac{1}{\pi a^3}\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi
=\frac{1}{2(s^2+1)^{3/2}}. \tag{2}$$

Since $s/\sqrt{s^2+1}$ has derivative $(s^2+1)^{-3/2}$, the integral of $k$ over all $s$ is 1. A flight that would land on the extended plate beyond an end leaves through that end. From a wall point at distance $x$ from the end, this has probability

$$E(x)=\int_x^\infty k(s)\,ds=\frac12\left(1-\frac{x}{\sqrt{x^2+1}}\right). \tag{3}$$

Write $\bar E(x)=E(l-x)$ for the exit. All flights end somewhere, so

$$\int_0^l k(x-x')\,dx'+E(x)+\bar E(x)=1. \tag{4}$$

Diffuse exchange is symmetric between emitter and receiver. An entrance emitting unit flux thus delivers flux $E(x)$ to each wall. What misses both walls passes straight through:

$$G=1-2\int_0^lE\,dx=1-\left[x-\sqrt{x^2+1}\right]_0^l=R-l. \tag{5}$$

Let $n(x)$ be the flux leaving either wall, relative to the entering flux. Without sticking it equals the arriving flux:

$$n(x)=\int_0^l k(x-x')\,n(x')\,dx'+E(x),\qquad W=G+2\int_0^l\bar E\,n\,dx. \tag{6}$$

For finite $l$ the integral of $k$ in (4) stays below a number smaller than 1, so repeated substitution converges to a unique $n$.

### Transmission as a minimum

Below, $n'$ means $n(x')$, and integrals run from 0 to $l$. Multiply $n(x)$ by the left side of (4), which is 1, and insert it in (6):

$$\int k\,(n-n')\,dx'-E(1-n)+\bar E\,n=0. \tag{7}$$

Multiply by $2g(x)$, with $g$ any bounded function, and integrate over $x$. Exchanging $x$ and $x'$ in half of the double integral, with $k$ even, gives

$$\iint k(n-n')(g-g')-2\int E(1-n)g+2\int\bar E\,n\,g=0. \tag{8}$$

Now define

$$Q[f]=G+\iint k(f-f')^2+2\int E(1-f)^2+2\int\bar E f^2. \tag{9}$$

Setting $g=n$ in (8) expresses the double integral of $k(n-n')^2$ as $2\int E(1-n)n-2\int\bar En^2$. Substitution in (9) leaves $Q[n]=G+2\int E(1-n)$. Setting $g=1$ in (8) shows that $2\int E(1-n)=2\int\bar En$, hence $Q[n]=W$.

For a trial function $f=n+g$, the terms of $Q[f]$ linear in $g$ are twice the left side of (8) and vanish. The quadratic terms remain:

$$Q[f]=W+\iint k(g-g')^2+2\int(E+\bar E)g^2\ \ge\ W. \tag{10}$$

Any trial profile therefore gives an upper bound.

### Upper bound from a linear profile

Take $f=1-x/l$. Pairs of points with separation between $s$ and $s+ds$ have total measure $2(l-s)\,ds$, so

$$M\equiv\iint k(x-x')^2=l\int_0^l\frac{s^2\,ds}{(s^2+1)^{3/2}}-\int_0^l\frac{s^3\,ds}{(s^2+1)^{3/2}}. \tag{11}$$

Writing $s^2=(s^2+1)-1$ in both numerators, the first integral is $A-l/R$ and the second is $(R-1)+(1/R-1)$. Because $(l^2+1)/R=R$,

$$M=lA-\frac{l^2+1}{R}-R+2=lA-2R+2. \tag{12}$$

The two end terms in (9) are equal by reflection, and together give $(4/l^2)\int x^2E\,dx$. With $x^3/\sqrt{x^2+1}=x\sqrt{x^2+1}-x/\sqrt{x^2+1}$,

$$\int_0^lx^2E\,dx=\frac12\left[\frac{l^3}{3}-\frac{R^3-1}{3}+(R-1)\right]
=\frac12\left[\frac{l^3-R^3}{3}+R-\frac23\right]. \tag{13}$$

Adding $G$, $M/l^2$ and the end terms, the contributions $\mp2R$ cancel and $2-4/3=2/3$ remains:

$$W\le R-l+\frac{lA+\frac23(1+l^3-R^3)}{l^2}. \tag{14}$$

### Lower bound from a conserved flow

An upper bound alone would allow a slower growth of $lW$. The lower bound uses a flow suggested by an endless slot with a uniform gradient. Let a wall point $x$ send

$$j(x,x')=k(x'-x)\,(x'-x) \tag{15}$$

to the opposite wall at $x'$; negative values are received. Since $sk(s)$ is the derivative of $-1/(2\sqrt{s^2+1})$,

$$\int_0^l j\,dx'=a(x)-\bar a(x),\qquad a(x)=\frac{1}{2\sqrt{x^2+1}},\quad \bar a(x)=a(l-x). \tag{16}$$

If the point also receives $a(x)$ from the entrance and sends $\bar a(x)$ to the exit, inflow equals outflow at each wall point. The walls then carry the total flow $2\int a\,dx=A$.

Multiply (16) by $2n(x)$ and integrate. As $j$ changes sign when $x$ and $x'$ are exchanged, the left side becomes $\iint j(n-n')$, so $2\int an=2\int\bar an+\iint j(n-n')$. Splitting $A=2\int a(1-n)+2\int an$ then gives

$$A=2\int a(1-n)+2\int\bar a\,n+\iint j(n-n'). \tag{17}$$

Apply the Cauchy–Schwarz inequality with the weights $2E$, $2\bar E$ and $k$. The factor containing the differences of $n$ is $Q[n]-G=W-G$:

$$A^2\le (W-G)\,J,\qquad J=\iint\frac{j^2}{k}+2\int\frac{a^2}{E}+2\int\frac{\bar a^2}{\bar E}. \tag{18}$$

The first term of $J$ is $M$. For the others let $\rho=\sqrt{x^2+1}$. Then $E=(\rho-x)/(2\rho)$ and $(\rho-x)(\rho+x)=1$, so

$$\frac{a^2}{E}=\frac{1}{2\rho(\rho-x)}=\frac{\rho+x}{2\rho},\qquad
2\int_0^l\frac{a^2}{E}\,dx=l+R-1. \tag{19}$$

The exit contributes the same amount. Hence $J=lA-2R+2+2(l+R-1)=l(A+2)$, and

$$W\ge R-l+\frac{A^2}{l(A+2)}. \tag{20}$$

### Long and short slots

For large $l$, $R-l=1/(2l)+O(l^{-3})$, $R^3=l^3+\tfrac32l+O(l^{-1})$ and $A=\ln(2l)+O(l^{-2})$. In (14) the cubic terms contribute $-1$ to $lW$. In (20), $A^2/(A+2)=A-2+4/(A+2)$. Thus

$$\ln(2l)-\tfrac32+o(1)\ \le\ lW\ \le\ \ln(2l)-\tfrac12+o(1). \tag{21}$$

Both sides differ from $\ln l$ by a bounded amount. In physical units,

$$\boxed{W=\frac{w}{L}\left[\ln\frac{L}{w}+O(1)\right],\qquad L/w\to\infty.} \tag{22}$$

The opposite limit checks the counting of plates and ends. For $l\to0$ half of the molecules leaving a wall go to each end, so $E\to\frac12$ and $n\to\frac12$. Equation (6) then gives $W=(1-l)+l/2=1-l/2$ to first order. The lower bound (20) has the same expansion, while (14) gives the weaker $1-l/3$.

A numerical solution of (6), with the walls divided into narrow strips, lies between the bounds at each of five lengths from $l=16$ to 4096. At $l=4096$ it gives $W=0.002069$, between 0.001922 and 0.002078. There $lW=8.476$ exceeds $\ln l$ by 0.158, so the logarithm alone is about 2 % low relative to the computed $W$. This excess is 0.085 at $l=16$, dips to 0.081 at $l=25$ and grows slowly at greater lengths. That rise toward the upper edge of (21), $\ln2-\frac12=0.193$, suggests that this edge is the limiting constant, but the argument above does not prove it. As an independent test, tracing 400,000 particles in three dimensions at $l=10$ gave $W=0.2403$ with standard deviation 0.0007, against 0.2406 from (6).

### Why no constant diffusivity exists

Let the gas at the entrance have number density $N$ and mean speed $\bar v$, with vacuum at the exit. The flux through unit area of the opening is $WN\bar v/4$. Fick's law would make it $DN/L$. Equating the two defines an apparent diffusivity

$$D_{\rm app}=\frac{\bar vLW}{4}=\frac{\bar vw}{4}\left[\ln\frac Lw+O(1)\right], \tag{23}$$

which is unbounded. Suppose instead that the ends add a fixed resistance, $1/W=\alpha+\beta L$. If $\beta>0$, then $LW\to1/\beta$, which is finite and contradicts (22). If $\beta=0$, $W$ does not fall at all. Numerically, the diffusivity taken from the slope of $1/W$ between successive lengths, which removes any constant $\alpha$, rises from 5.08 to 9.07 in units of $\bar vw/4$ over the range $l=16$ to 4096.

The cause is the tail $k\simeq1/(2|s|^3)$, produced by flights nearly parallel to the plates. The mean square hop, counting only flights that cover a distance of at most $c$ along the flow, is

$$\sigma_c^2=2\int_0^cs^2k(s)\,ds=\operatorname{arsinh}c-\frac{c}{\sqrt{c^2+1}}\simeq\ln(2c)-1, \tag{24}$$

and has no limit. Suppose that longer flights are suppressed, a molecule that would make one staying where it is. For $l\gg c$ the profile is then smooth over one hop. Starting points within a distance $s$ of a cross-section supply the hops of length $s$ that cross it, so each plate carries the net flow

$$\int_0^c s\,k(s)\left[n(x)-n(x+s)\right]ds\simeq-\frac{dn}{dx}\int_0^cs^2k\,ds=\frac{\sigma_c^2}{2l}, \tag{25}$$

using $-dn/dx\simeq1/l$. The two plates together give $lW\to\sigma_c^2$, a constant, and ordinary diffusion returns. For $c=10$, (24) gives 2.003; the numerical solution gives $lW=1.994$ at $l=512$ and 2.001 at $l=2048$. With all flights allowed, $lW$ is already 7.08 at $l=1024$.

Unlimited breadth is essential. In a straight channel whose cross-section has finite diameter $h$, the line between two wall points a long axial distance $s$ apart makes cosines of at most $h/s$ with the wall normals. The landing probability per unit area is then at most $h^2/(\pi s^4)$. Integration around the finite perimeter keeps the decay $s^{-4}$, and the mean square hop converges. A slot of breadth $b\gg w$ can therefore follow the logarithm while $L\ll b$, but the growth of $D_{\rm app}$ ends once $L$ is well beyond $b$.

### Silane in a 50 nm gap

Consider SiH$_4$ at 600 K and 0.2 Torr outside one end of a straight lateral gap with $w=50$ nm, open at both ends, with no silane entering from the other side. With molecular mass $m$ and pressure $p$,

$$\bar v=\sqrt{\frac{8k_BT}{\pi m}}=6.289\times10^4\ \text{cm/s},\qquad
\frac{p}{\sqrt{2\pi mk_BT}}=5.06\times10^{19}\ \text{cm}^{-2}\,\text{s}^{-1}. \tag{26}$$

The second value is the flux entering the gap. The scale of the diffusivity is $\bar vw/4=(6.289\times10^4)(5.0\times10^{-6})/4=0.0786$ cm²/s. For $L=5$ µm, $l=100$ and (6) gives $W=0.0471$. The exit flux is $0.0471\times5.06\times10^{19}=2.38\times10^{18}$ cm⁻² s⁻¹, and $D_{\rm app}=0.0786\times100\times0.0471=0.370$ cm²/s. With width, temperature and wall scattering held fixed:

| $L$ (µm) | $W$ | $D_{\rm app}$ (cm²/s) |
|---:|---:|---:|
| 1.25 | 0.1320 | 0.259 |
| 2.5 | 0.0800 | 0.315 |
| 5 | 0.0471 | 0.370 |
| 10 | 0.0271 | 0.426 |

Each doubling of $L$ adds 0.055 to 0.056 cm²/s, close to the $0.0786\ln2=0.054$ cm²/s expected from the logarithm. Keeping the value of the shortest gap would predict $W=0.1320\times1.25/10=0.0165$ at 10 µm, which is 39 % below the computed 0.0271.

These conditions are only roughly those of a real process. The temperature is typical of substrates in plasma-enhanced deposition and low for thermal silicon growth from silane; in this model it changes $\bar v$ but not $W$. A real gap departs from the model in several ways, each sized here for $L=5$ µm with the rest unchanged. If flights longer than 1 µm are suppressed as in (25), a crude stand-in for bowed or wavy walls, $W$ falls by 45 %. The suppression removes the grazing flights that make the logarithm; how much $W$ falls depends on the assumed cutoff length. An assumed 10 % of specular reflections raises $W$ by 15 %, and an assumed sticking probability of $10^{-5}$ lowers it by 0.75 %. For a rough molecular diameter of 0.4 nm the mean free path is about 440 µm, so a flight as long as the gap has a 1.1 % chance of a gas collision at the entrance density, and about half that at the mean density inside the gap. If the gap is 1000 µm broad, 1 % of its breadth lies within $L$ of an edge. This share is geometric and is not the change of $W$: at $l=10$, a breadth of $40w$, where the share is 50 %, lowers $W$ by only about 3 %. Reactive plasma radicals are a different case: at $l=10$, a sticking probability of 5 % already reduces $W$ from 0.241 to 0.135.

The same $W$ applies to a long trench of depth $L$ if its floor absorbs every arriving molecule, since such a floor, like the open exit, returns nothing. It is then the ratio of floor flux to mouth flux. Weakly sticking silane does not meet this condition. For a straight, diffusely scattering gap with negligible sticking, $w\ll L\ll b$ and $L$ much shorter than the mean free path, a diffusivity found at one length should be carried to another by adding $(\bar vw/4)\ln(L_2/L_1)$, not by keeping it fixed. Sticking that is negligible at one length need not be so at another, because its relative effect grows steeply with length, though more slowly than $L^2$: a sticking probability of $10^{-5}$ lowers $W$ by 0.75 % at 5 µm but by about 35 % at 50 µm, so carrying the diffusivity of the 5 µm gap to 50 µm in this way overestimates $W$ by about 50 %. At 50 µm the gap is also about a tenth of the mean free path, so gas collisions, left out of these figures, are no longer clearly negligible.

## Computed values

```
Particle tracing against network, L/w = 10
  diffuse: traced 0.2403, network 0.2406, std. dev. 0.0007
  30% specular: traced 0.3260, network 0.3257, std. dev. 0.0007
  5% sticking: traced 0.1349, network 0.1351, std. dev. 0.0005
L/w | W | lower bound | upper bound | (L/w)W | (L/w)W - ln(L/w)
  16 | 0.178608 | 0.168620 | 0.187932 | 2.8577 | 0.0851
  64 | 0.066457 | 0.061497 | 0.068163 | 4.2532 | 0.0943
  256 | 0.022144 | 0.020406 | 0.022425 | 5.6690 | 0.1238
  1024 | 0.006911 | 0.006387 | 0.006958 | 7.0768 | 0.1454
  4096 | 0.002069 | 0.001922 | 0.002078 | 8.4762 | 0.1584
Slope of (L/w)W against ln(L/w), last pair: 1.0094
4D/(vbar w) from slopes of 1/W: 5.080, 6.376, 7.716, 9.074
Flights over 10 w suppressed: (L/w)W = 1.9935 at 512, 2.0008 at 2048
  mean square hop up to 10 w: 2.0032 w^2
SiH4: gap 50 nm, 600 K, 0.2 Torr, molar mass 32.117 g/mol
Mean speed: 628.9 m/s
Incident flux: 5.061e+19 cm^-2 s^-1
L (um) | L/w | W | exit flux (cm^-2 s^-1) | D_app (cm^2/s)
  1.25 | 25 | 0.13201 | 6.681e+18 | 0.2595
  2.50 | 50 | 0.08003 | 4.050e+18 | 0.3146
  5.00 | 100 | 0.04709 | 2.383e+18 | 0.3702
  10.00 | 200 | 0.02709 | 1.371e+18 | 0.4259
Prefactor vbar w/4: 0.0786 cm^2/s
W at 10 um from D_app of the 1.25 um gap: 0.01650
  error of that estimate: -39.1 %
Neglected effects, 5 um gap (change of W where given)
  specular share 0.1: W = 0.05427, +15.2 %
  sticking 1e-05: W = 0.04674, -0.75 %
  flights over 1 um blocked: W = 0.02594, -44.9 %
  gas mean free path (diameter 0.4 nm): 437 um
  collision chance on a flight of length L: 1.14 %
  share of a 1000 um breadth within L of its edges: 1.0 %
```
